# Time reversal of angular momentum states and its phase under coupling

Suppose time reversal of a spin 1/2 is taken to mean "exchange up and down", with no signs: \(|\uparrow\rangle\to|\downarrow\rangle\), \(|\downarrow\rangle\to|\uparrow\rangle\), and complex conjugation of the coefficients. The state \((|\uparrow\rangle+|\downarrow\rangle)/\sqrt2\), whose spin points along \(+x\), is then mapped to itself. A reversal of motion should have turned its spin to \(-x\), so this map is not time reversal. It also squares to \(+1\), and the degeneracy that time reversal forces on systems of half-odd spin would be missed. A second kind of error appears when angular momenta are coupled. If the signs of the parts are chosen by a rule that the coupled states do not share, multiplets acquire relative signs that nobody has recorded, and interference terms between them come out reversed. Both troubles are cured by one phase rule, \((-1)^{j-m}\): its dependence on \(m\) is forced by the reversal of \(\mathbf J\), and the overall phase of any multiplet that time reversal carries into itself can be chosen so that it holds.

Set \(\hbar=1\) and let \(j\) be a non-negative integer or half-integer. The states \(|j,m\rangle\) are the standard basis: \(J_z|j,m\rangle=m|j,m\rangle\), and the ladder operators \(J_\pm=J_x\pm iJ_y\) have non-negative real matrix elements,
\[
J_\pm|j,m\rangle=\sqrt{j(j+1)-m(m\pm1)}\;|j,m\pm1\rangle .
\]
Let \(K\) be the antilinear operator that conjugates coefficients in this basis,
\[
K\sum_m a_m|j,m\rangle=\sum_m a_m^*|j,m\rangle ,\qquad K|j,m\rangle=|j,m\rangle ,\qquad K^2=1 .
\]
This meaning of \(K\) is an assumption with consequences, since conjugation depends on the basis in which it is done. With it, and with
\[
T=UK,\qquad U=e^{-i\pi J_y},
\]
the claims are
\[
T|j,m\rangle=(-1)^{j-m}|j,-m\rangle ,\qquad T^2=(-1)^{2j},
\]
and that states coupled with real Clebsch-Gordan coefficients obey the first rule again, with \(J,M\) in place of \(j,m\).

Time reversal must turn every component of \(\mathbf J\) into its negative. For \(j>0\) this already forces it to be antilinear (for \(j=0\), where \(\mathbf J=0\), antilinearity is simply adopted). Apply \(T\ldots T^{-1}\) to \([J_x,J_y]=iJ_z\). The two minus signs on the left cancel, leaving \([J_x,J_y]=iJ_z\). The right side becomes \((TiT^{-1})(-J_z)\). Equality requires \(TiT^{-1}=-i\). The operator \(UK\) has this property, and since \(U\) is unitary and \(K\) conjugates inner products, it is antiunitary:
\[
\langle T\psi|T\phi\rangle=\langle\phi|\psi\rangle .
\]

To see that \(UK\) does reverse \(\mathbf J\), take the two factors in turn. The matrices of \(J_\pm\) are real, so \(J_x=(J_++J_-)/2\) is real, \(J_y=(J_+-J_-)/(2i)\) is imaginary, and \(J_z\) is real. Conjugation therefore gives
\[
KJ_xK=J_x,\qquad KJ_yK=-J_y,\qquad KJ_zK=J_z .
\]
For the rotation, define \(A(\theta)=e^{-i\theta J_y}J_ze^{i\theta J_y}\) and \(B(\theta)=e^{-i\theta J_y}J_xe^{i\theta J_y}\). Differentiation brings down commutators. Since \(-i[J_y,J_z]=-i(iJ_x)=J_x\) and \(-i[J_y,J_x]=-i(-iJ_z)=-J_z\),
\[
\frac{dA}{d\theta}=B,\qquad \frac{dB}{d\theta}=-A .
\]
With \(A(0)=J_z\) and \(B(0)=J_x\) the solution is
\[
A=J_z\cos\theta+J_x\sin\theta,\qquad B=J_x\cos\theta-J_z\sin\theta .
\]
At \(\theta=\pi\), and because \(J_y\) commutes with \(U\),
\[
UJ_xU^\dagger=-J_x,\qquad UJ_yU^\dagger=J_y,\qquad UJ_zU^\dagger=-J_z .
\]
The half turn reverses the two components that conjugation leaves alone, and conjugation reverses the one that the half turn leaves alone. Hence \(T\mathbf JT^{-1}=U(K\mathbf JK)U^\dagger=-\mathbf J\).

Since \(K\) leaves \(|j,m\rangle\) fixed, the action of \(T\) on a basis state is that of \(U\). From \(UJ_z=-J_zU\),
\[
J_z\,U|j,m\rangle=-UJ_z|j,m\rangle=-m\,U|j,m\rangle .
\]
Within one multiplet the eigenvalue \(-m\) occurs once, so
\[
U|j,m\rangle=c_m|j,-m\rangle ,\qquad |c_m|=1 .
\]
The ladder operators link the phases. The transformation of the components gives
\[
UJ_-U^\dagger=UJ_xU^\dagger-iUJ_yU^\dagger=-J_x-iJ_y=-J_+ ,
\]
that is, \(UJ_-=-J_+U\). Let both sides act on \(|j,m\rangle\) with \(m>-j\). On the left the ladder factor is \(\sqrt{j(j+1)-m(m-1)}\). On the right \(J_+\) acts on \(|j,-m\rangle\), with the factor
\[
\sqrt{j(j+1)-(-m)(-m+1)}=\sqrt{j(j+1)-m(m-1)} ,
\]
which is the same nonzero number. Both sides are multiples of \(|j,-m+1\rangle\), and cancelling the common factor leaves
\[
c_{m-1}=-c_m ,\qquad\text{so}\qquad c_m=(-1)^{j-m}c_j ,
\]
because \(j-m\) downward steps lead from \(j\) to \(m\).

The commutation relations cannot fix \(c_j\), since multiplying \(U\) by a phase would not change them. The value follows from the exponential itself. For spin 1/2, \(J_y=\sigma_y/2\) and \(\sigma_y^2=1\), so
\[
e^{-i\pi\sigma_y/2}=\cos\frac{\pi}{2}-i\sigma_y\sin\frac{\pi}{2}=-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
\]
Thus \(|\uparrow\rangle\to+|\downarrow\rangle\) and \(|\downarrow\rangle\to-|\uparrow\rangle\). The minus sign missing from the naive exchange has appeared.

For \(j>0\), take \(2j\) spins 1/2 with total \(\mathbf J\). The product \(|\uparrow\uparrow\cdots\uparrow\rangle\) has \(J_z=j\) and is annihilated by \(J_+\), so it is the top state \(|j,j\rangle\) of a multiplet of spin \(j\). Lowering it \(2j\) times must flip every spin once, and this can happen in \((2j)!\) orders:
\[
(J_-)^{2j}|\uparrow\uparrow\cdots\uparrow\rangle=(2j)!\,|\downarrow\downarrow\cdots\downarrow\rangle .
\]
In the standard basis each lowering step has a positive factor, so \((J_-)^{2j}|j,j\rangle\) is a positive multiple of \(|j,-j\rangle\). Both vectors are normalized, and therefore \(|j,-j\rangle=+|\downarrow\downarrow\cdots\downarrow\rangle\). The total half turn is the product of the single half turns, each taking up to plus down. Hence \(U|j,j\rangle=+|j,-j\rangle\) and \(c_j=1\). The matrix of \(U\) depends on the matrix of \(J_y\) alone, which is the same for every system of spin \(j\), so the result is not tied to this construction. For \(j=0\), \(U=1\) and again \(c_0=1\). This proves
\[
T|j,m\rangle=(-1)^{j-m}|j,-m\rangle .
\]
The exponent is an integer even when \(j\) and \(m\) are half-odd, so the phase is a real sign. For \(j=3/2\) the signs are \(+,-,+,-\) for \(m=3/2,1/2,-1/2,-3/2\).

Because the signs are real, they pass through the antilinear operator unchanged in the second application:
\[
T^2|j,m\rangle=(-1)^{j-m}\,T|j,-m\rangle=(-1)^{j-m}(-1)^{j+m}|j,m\rangle=(-1)^{2j}|j,m\rangle .
\]
The square of an antilinear operator is linear, so this holds for every state of the multiplet. There is a geometric reading. Since \(-i\pi J_y\) is a real matrix, \(KUK=U\), and \(T^2=UKUK=U^2=e^{-2\pi iJ_y}\): two reversals amount to a full rotation, under which half-odd spins change sign. No choice of overall phase can remove this sign, because
\[
(e^{i\alpha}T)(e^{i\alpha}T)=e^{i\alpha}e^{-i\alpha}T^2=T^2 .
\]

The sign has a physical effect. Put \(\phi=T\psi\) in the antiunitarity relation:
\[
\langle T\psi|T^2\psi\rangle=\langle T\psi|\psi\rangle .
\]
If \(2j\) is odd, the left side is \(-\langle T\psi|\psi\rangle\), so the overlap vanishes and \(T\psi\) is orthogonal to \(\psi\). If in addition the Hamiltonian commutes with \(T\), then \(H\psi=E\psi\) with real \(E\) implies \(HT\psi=ET\psi\). Each level then contains at least two orthogonal states, which is Kramers degeneracy. An external magnetic field that couples through \(\mathbf B\cdot\mathbf J\) removes the premise: with \(\mathbf B\) held fixed, this term changes sign under \(T\). For integer \(j\) the argument gives no condition on the overlap.

A state with complex coefficients shows both cases. Take \(\psi=0.6|j,j\rangle+0.8i|j,j-1\rangle\). For \(j=3/2\), conjugation turns \(0.8i\) into \(-0.8i\), and the phase for \(m=1/2\) is \(-1\), so
\[
T\psi=0.6\,|\tfrac32,-\tfrac32\rangle+0.8i\,|\tfrac32,-\tfrac12\rangle .
\]
Before reversal \(\langle J_z\rangle=0.36\times1.5+0.64\times0.5=0.86\). The ladder factor from \(m=1/2\) to \(3/2\) is \(\sqrt3\), so \(\langle J_+\rangle=0.6\times0.8i\times\sqrt3=0.8314i\), which means \(\langle J_x\rangle=0\) and \(\langle J_y\rangle=0.8314\). After reversal the computed values are \(0\), \(-0.8314\) and \(-0.86\). A second application gives
\[
T^2\psi=-0.6\,|\tfrac32,\tfrac32\rangle-0.8i\,|\tfrac32,\tfrac12\rangle=-\psi .
\]
Here \(\psi\) and \(T\psi\) are orthogonal simply because they share no basis state. The general statement rests on the argument above, and the numerical check also tests it on random states with all components present. For \(j=1\) the same coefficients give \(T\psi=0.6|1,-1\rangle+0.8i|1,0\rangle\). The state \(|1,0\rangle\) is now common to both, and \(\langle\psi|T\psi\rangle=(0.8i)^*(0.8i)=0.64\), while \(T^2\psi=+\psi\).

Now let two angular momenta \(j_1\) and \(j_2\) be coupled,
\[
|J,M\rangle=\sum_{m_1+m_2=M}C(m_1,m_2;J,M)\,|m_1\rangle|m_2\rangle .
\]
Time reversal acts on both parts, \(T=T_1\otimes T_2\), where a complex coefficient in front of a product state is conjugated once. The half turns of the two parts commute, so
\[
T=e^{-i\pi J_{1y}}e^{-i\pi J_{2y}}K_{12}=e^{-i\pi(J_{1y}+J_{2y})}K_{12}=e^{-i\pi J_y}K_{12},
\]
with \(\mathbf J=\mathbf J_1+\mathbf J_2\) and \(K_{12}\) the conjugation of coefficients in the product basis. This has the form of the single-system operator, provided that \(K_{12}\) also leaves the coupled states fixed. It does so if the Clebsch-Gordan coefficients are real.

They can be chosen real for the following reason. Write the top state of a multiplet as \(|J,J\rangle=\sum x_{m_1}|m_1\rangle|J-m_1\rangle\), and let \(\alpha(j,m)=\sqrt{j(j+1)-m(m+1)}\) be the raising factor. The condition \(J_+|J,J\rangle=0\), read off at the product state \(|m_1+1\rangle|J-m_1\rangle\), is
\[
\alpha(j_1,m_1)\,x_{m_1}+\alpha(j_2,J-m_1-1)\,x_{m_1+1}=0 .
\]
The first term comes from raising part 1 and the second from raising part 2. Each equation ties neighbouring coefficients by a real ratio, so one real choice makes all of them real. The lower states follow by applying \(J_-\), whose matrix in the product basis is real, and dividing by positive factors. Thus all coefficients are real, \(K_{12}|J,M\rangle=|J,M\rangle\), and the coupled states form a standard multiplet of \(\mathbf J\). The result already proved for \(e^{-i\pi J_y}\) in such a multiplet applies as it stands:
\[
T|J,M\rangle=(-1)^{J-M}|J,-M\rangle .
\]
Since the coupled states obey the rule of their parts, they may be coupled again to a third angular momentum, and so on.

The remaining freedom is easily stated. A real sign given to a whole multiplet cancels from both sides. A complex phase does not:
\[
T\,e^{i\beta}|J,M\rangle=e^{-i\beta}(-1)^{J-M}|J,-M\rangle=e^{-2i\beta}(-1)^{J-M}\,e^{i\beta}|J,-M\rangle .
\]

Working out the same reversal on the product states gives a useful by-product. Each term acquires \((-1)^{j_1-m_1}(-1)^{j_2-m_2}=(-1)^{j_1+j_2-M}\), so
\[
T|J,M\rangle=(-1)^{j_1+j_2-M}\sum C(m_1,m_2;J,M)\,|-m_1\rangle|-m_2\rangle .
\]
The coefficient of \(|-m_1\rangle|-m_2\rangle\) in \((-1)^{J-M}|J,-M\rangle\) is \((-1)^{J-M}C(-m_1,-m_2;J,-M)\). Equating the two and using the fact that \(j_1+j_2-J\) is an integer,
\[
C(m_1,m_2;J,M)=(-1)^{j_1+j_2-J}\,C(-m_1,-m_2;J,-M) .
\]
The reflection symmetry of the Clebsch-Gordan coefficients is thus the component form of the statement that coupling preserves the time-reversal phase.

As an example, couple \(j_1=1\) to \(j_2=1/2\) with \(J=1/2\). The coefficients are
\[
|\tfrac12,\tfrac12\rangle=0.8165\,|1\rangle|{\downarrow}\rangle-0.5774\,|0\rangle|{\uparrow}\rangle .
\]
In the first term the signs are \((-1)^{0}\) for \(m_1=1\) and \((-1)^{1}\) for the down spin. In the second they are \((-1)^1\) for \(m_1=0\) and \((-1)^0\) for the up spin. Both terms change sign:
\[
T|\tfrac12,\tfrac12\rangle=-0.8165\,|{-1}\rangle|{\uparrow}\rangle+0.5774\,|0\rangle|{\downarrow}\rangle .
\]
These are the coefficients of \(|\tfrac12,-\tfrac12\rangle\), with the phase \((-1)^{1/2-1/2}=+1\) that the rule demands.

The assumption about \(K\) matters as soon as orbital wave functions enter. Let \(K_r\) conjugate functions of position. Since \(\mathbf L=-i\mathbf r\times\nabla\), \(K_r\mathbf LK_r=-\mathbf L\): for a spinless particle, \(K_r\) reverses the angular momentum without any rotation. On the spherical harmonics \(K_rY_{lm}=b_mY_{l,-m}\), and
\[
K_rL_-K_r=K_r(L_x-iL_y)K_r=-L_x-iL_y=-L_+
\]
gives the recursion \(b_{m-1}=-b_m\), as before. Take the \(Y_{lm}\) of one \(l\) as a standard basis, with non-negative ladder factors, and fix their common phase so that \(Y_{l0}\) is real. Then \(b_0=1\) and
\[
Y_{lm}^*=(-1)^mY_{l,-m} .
\]
If the half turn is now added by mistake, the reversal of \(m\) is undone:
\[
e^{-i\pi L_y}K_rY_{lm}=(-1)^m(-1)^{l+m}Y_{lm}=(-1)^lY_{lm} .
\]
The formula \(T=e^{-i\pi J_y}K\) is therefore false for orbital motion if \(K\) is read as \(K_r\). For a particle with spin, the rotation that accompanies \(K_r\) acts on the spin alone, \(T=e^{-i\pi S_y}K_r\), where \(K_r\) conjugates the two position-dependent components of the wave function and leaves the spin states \(|\uparrow\rangle\) and \(|\downarrow\rangle\) fixed.

The rule \((-1)^m\) is a legitimate description of time reversal for the functions \(Y_{lm}\), but coupling does not preserve it. Write \((-1)^m=(-1)^l(-1)^{l-m}\), which holds because \(2l\) is even. Two such multiplets then couple to
\[
T|J,M\rangle=(-1)^{l_1+l_2}(-1)^{J-M}|J,-M\rangle=(-1)^{l_1+l_2-J}\,(-1)^M|J,-M\rangle .
\]
For \(l_1=l_2=1\) the additional sign is \(+1,-1,+1\) for \(J=0,1,2\), so the \(J=1\) states break the rule of their parts. The cure is to use \(i^lY_{lm}\) as basis functions:
\[
K_r\,i^lY_{lm}=(-i)^l(-1)^mY_{l,-m}=(-1)^l(-1)^m\,i^lY_{l,-m}=(-1)^{l-m}\,i^lY_{l,-m} ,
\]
where \((-i)^l=(-1)^li^l\) was used. In this basis time reversal has the standard phase, and everything shown for coupling applies.

With undressed \(Y_{lm}\) coupled to spin 1/2, the factor \((-1)^l\) remains:
\[
T|(l\tfrac12)J,M\rangle=(-1)^l(-1)^{J-M}|(l\tfrac12)J,-M\rangle .
\]
It is common to all states of one \(l\), but it differs between an \(s\) and a \(p\) state, both with \(J=1/2\). Consider \(\psi=a|s,\tfrac12\rangle+b|p,\tfrac12\rangle\) with real radial functions. Its reversal is
\[
T\psi=a^*|s,-\tfrac12\rangle-b^*|p,-\tfrac12\rangle .
\]
The matrix element \(d=\langle s,\tfrac12|z|p,\tfrac12\rangle\) is real, because the azimuthal factors cancel and everything else is real. By parity \(z\) has no diagonal elements in these states, so \(\langle z\rangle=2d\,\mathrm{Re}(a^*b)\). A half turn about \(y\) takes \(z\) to \(-z\) and carries both states from \(M=1/2\) to \(-1/2\) with phase \(+1\), so \(\langle s,-\tfrac12|z|p,-\tfrac12\rangle=-d\). In the reversed state,
\[
\langle z\rangle=2\,\mathrm{Re}\big[a(-b^*)(-d)\big]=2d\,\mathrm{Re}(ab^*)=2d\,\mathrm{Re}(a^*b) .
\]
The mean position is unchanged, as it must be when motion is reversed at a fixed instant. Had the factor \((-1)^l\) been dropped while the undressed \(Y_{lm}\) were kept, the mean position would have changed sign.

## Computed values

```
Phases of T|j,m> for j = 3/2 (dimensionless)
  m = +3/2 -> -3/2, phase 1.0000
  m = +1/2 -> -1/2, phase -1.0000
  m = -1/2 -> +1/2, phase 1.0000
  m = -3/2 -> +3/2, phase -1.0000
T^2 (dimensionless)
  j = 0.5: -1.0000
  j = 1.0: 1.0000
  j = 1.5: -1.0000
  j = 2.0: 1.0000
Coupling 1 x 1/2 -> J = 1/2, amplitudes (dimensionless)
  order (m1,m2): (1,+) (1,-) (0,+) (0,-) (-1,+) (-1,-)
  |1/2,+1/2>  : 0.0000  0.8165  -0.5774  0.0000  0.0000  0.0000
  T|1/2,+1/2> : 0.0000  0.0000  0.0000  0.5774  -0.8165  0.0000
  |1/2,-1/2>  : 0.0000  0.0000  0.0000  0.5774  -0.8165  0.0000
Phase <J,-M|T|J,M> for 1 x 1/2 (dimensionless)
  J = 1/2, M = +1/2: 1.0000
  J = 1/2, M = -1/2: -1.0000
  J = 3/2, M = +3/2: 1.0000
  J = 3/2, M = +1/2: -1.0000
  J = 3/2, M = -1/2: 1.0000
  J = 3/2, M = -3/2: -1.0000
psi = 0.6|j,j> + 0.8i|j,j-1>; amplitudes as (real, imaginary)
  j = 1.5: T psi = (0.0000, 0.0000)  (0.0000, 0.0000)  (0.0000, 0.8000)  (0.6000, 0.0000)
    <Jx>,<Jy>,<Jz> before (hbar): 0.0000  0.8314  0.8600
    <Jx>,<Jy>,<Jz> after (hbar) : 0.0000  -0.8314  -0.8600
    |<psi|T psi>| : 0.0000
    <psi|T^2 psi> : -1.0000
  j = 1.0: T psi = (0.0000, 0.0000)  (0.0000, 0.8000)  (0.6000, 0.0000)
    <Jx>,<Jy>,<Jz> before (hbar): 0.0000  0.6788  0.3600
    <Jx>,<Jy>,<Jz> after (hbar) : 0.0000  -0.6788  -0.3600
    |<psi|T psi>| : 0.6400
    <psi|T^2 psi> : 1.0000
Rule (-1)^m for 1 x 1: extra sign after coupling (dimensionless)
  J = 0: 1.0000
  J = 1: -1.0000
  J = 2: 1.0000
Undressed Y_lm with spin 1/2: sign relative to (-1)^(J-M)
  l = 0, J = 1/2: 1.0000
  l = 1, J = 1/2: -1.0000
  l = 1, J = 3/2: -1.0000
  l = 2, J = 3/2: 1.0000
  l = 2, J = 5/2: 1.0000
```
